# Conductivity and Thermopower Where a New Fermi Pocket Opens

A three-dimensional metal has a large Fermi surface, band 1, and an empty electron band, band 2, whose minimum lies at the energy $\varepsilon_c$. When the chemical potential $\mu$ is raised through $\varepsilon_c$, a small pocket appears: a Lifshitz transition. The problem is to find what this does to the conductivity $\sigma$ and the thermopower $S$.

Both bands are parabolic and isotropic about their own centres, with masses $m_1$ and $m_2$. Write $z=\varepsilon-\varepsilon_c$, and let the bottom of band 1 lie at $z=-E_c$. The carriers have charge $-e$, with $e>0$. They are scattered elastically, without spin flip, by $n_i$ point impurities per unit volume. The matrix elements $V_{ij}$ between bands $i$ and $j$ do not depend on momentum, and

$$|V_{12}|^2=\lambda|V_{11}|^2,\qquad |V_{22}|^2=\lambda_{22}|V_{11}|^2 .$$

Until part (f) the impurities are weak enough for the Born approximation. Phonons and electron–electron collisions are left out. The regime is $kT,\ |\mu-\varepsilon_c|\ll E_c$.

The worked example uses round parameters and stands for no particular material: $m_1=m_2$ equal to the electron mass, $E_c=1$ eV, $\lambda=\lambda_{22}=1$, and a band-1 lifetime of 10 ps at the edge.

## (a) How does the conductivity at zero temperature change when the pocket opens?

**Solution.** In a field $\mathbf E$ write the change of the distribution as $\delta f_i=(-f_0')(-e)\,\mathbf E\cdot\boldsymbol\Lambda_i(\mathbf k)$, where $f_0$ is the Fermi function and the prime is $d/d\varepsilon$. Elastic collisions connect states with the same $f_0'$, so this factor cancels from the linearized Boltzmann equation, leaving

$$\mathbf v_i(\mathbf k)=\sum_{j\mathbf k'}W_{i\mathbf k,j\mathbf k'}\left[\boldsymbol\Lambda_i(\mathbf k)-\boldsymbol\Lambda_j(\mathbf k')\right].$$

Try $\boldsymbol\Lambda_i=\tau_i\mathbf v_i$. The rate $W$ is independent of direction, and the velocity averages to zero over each Fermi surface, because it is odd about the centre of its own pocket. The second term therefore vanishes. With $N_i$ the density of states per spin and $P=2\pi n_i|V_{11}|^2/\hbar$, the first term gives

$$\frac1{\tau_1}=P(N_1+\lambda N_2),\qquad \frac1{\tau_2}=P(\lambda N_1+\lambda_{22}N_2).$$

The current is $-e$ times the sum of $\mathbf v_i\,\delta f_i$ over states and two spins. Since $v_x^2$ averages to $v^2/3$,

$$\sigma=\int d\varepsilon\,(-f_0')\,\sigma(\varepsilon),\qquad \sigma(\varepsilon)=\frac{2e^2}{3}\sum_iN_iv_i^2\tau_i .$$

For parabolic bands

$$N_1=\frac{1}{4\pi^2}\left(\frac{2m_1}{\hbar^2}\right)^{3/2}\!\sqrt{E_c+z},\qquad N_2=\frac{1}{4\pi^2}\left(\frac{2m_2}{\hbar^2}\right)^{3/2}\!\sqrt z\,\theta(z).$$

In the band-1 term $N_1\tau_1=P^{-1}/(1+\lambda N_2/N_1)$, and $v_1^2=2(E_c+z)/m_1$. Define

$$b=\lambda\left(\frac{m_2}{m_1}\right)^{3/2}\frac1{\sqrt{E_c}},\qquad a=\frac1{E_c},\qquad \sigma_c=\frac{4e^2E_c}{3Pm_1}.$$

Above the edge $\lambda N_2/N_1=b\sqrt z+O(z^{3/2})$. Expanding $1/(1+b\sqrt z)=1-b\sqrt z+b^2z-\dots$ gives

$$\frac{\sigma(\varepsilon)}{\sigma_c}=1+az-\left(b\sqrt z-b^2z\right)\theta(z)+O(z^{3/2}). \tag{1}$$

The pocket's own current has been absorbed in the last term. For $\lambda>0$ its lifetime tends to the constant $1/(P\lambda N_1)$, while $N_2\propto\sqrt z$ and $v_2^2\propto z$, so it carries a current proportional to $z^{3/2}$.

At zero temperature $\sigma=\sigma(\mu)$. It is continuous at the transition, but its slope jumps from the finite value $a\sigma_c$ to $-\infty$, then recovers as $-b\sigma_c/(2\sqrt z)$. This is a square-root kink. New final states open for the main carriers before the new carriers conduct appreciably, so just above the edge the pocket lowers the conductivity. When $\lambda$ is small, the pocket's own current can reverse this while $z$ is still well below $E_c$.

In the example $b=1\ \mathrm{eV}^{-1/2}$. At $z=1$ meV the kink term is $-\sqrt{0.001}=-3.16\%$. The terms $az$ and $b^2z$ add $0.10\%$ each, giving $-2.96\%$, which agrees with the complete two-band expression. At $z=-1$ meV the change is only $-0.10\%$.

The relaxation times passed a test against a numerical solution of the full collision equation on discretized Fermi surfaces. That solution gives $(1-\sigma/\sigma_c)/\sqrt z=0.998\ \mathrm{eV}^{-1/2}$ at a small finite $z$. By (1) this quotient is $b-(a+b^2)\sqrt z$, which explains why it lies slightly below $b$.

## (b) What are the conductivity and $S/T$ at low but finite temperature?

**Solution.** A temperature gradient adds $\mathbf v\cdot\nabla f_0=(-f_0')\,\mathbf v\cdot[\nabla\mu+(\varepsilon-\mu)\nabla T/T]$ to the drift term. The force $e\mathbf E$ in part (a) is thereby replaced by $e\boldsymbol{\mathcal E}+(\varepsilon-\mu)\nabla T/T$, with $\boldsymbol{\mathcal E}=\mathbf E+\nabla\mu/e$. Setting the current to zero and defining $S$ by $\boldsymbol{\mathcal E}=S\nabla T$ gives

$$S=-\frac1{eT}\,\frac{\int d\varepsilon\,(-f_0')(\varepsilon-\mu)\sigma(\varepsilon)}{\int d\varepsilon\,(-f_0')\sigma(\varepsilon)} .$$

Measure energies in units of $kT$: $u=z/kT$, $y=(\mu-\varepsilon_c)/kT$ and $x=u-y$. The thermal weight becomes $w(x)\,dx$ with $w(x)=1/[4\cosh^2(x/2)]$. It is even, has unit area, and its second moment is $\pi^2/3$. Define

$$F=\int_0^\infty\!\!\sqrt u\,w\,du,\quad G=\int_0^\infty\!\!(u-y)\sqrt u\,w\,du,\quad H=\int_0^\infty\!\!(u-y)u\,w\,du,$$

where $w=w(u-y)$. Inserting (1), the conductivity is

$$\frac{\sigma(\mu,T)}{\sigma_c}=1-b\sqrt{kT}\,F(y)+O(kT). \tag{2}$$

In the numerator of $S$ the constant term drops out because $w$ is even. The linear term gives $akT\int x(x+y)w\,dx=akT\pi^2/3$. Hence

$$S=-\frac ke\;\frac{-b\sqrt{kT}\,G+kT\left(b^2H+a\pi^2/3\right)+\dots}{1-b\sqrt{kT}\,F+\dots}.$$

Expand the denominator as $1+b\sqrt{kT}F$ and divide by $T$, using $k/T=k^2/(kT)$:

$$\frac ST=\frac{k^2}{e}\left[\frac{b\,G(y)}{\sqrt{kT}}+b^2(FG-H)-\frac{\pi^2a}{3}\right]+O(\sqrt{kT}). \tag{3}$$

At fixed $y$ the first term grows as $T^{-1/2}$ on cooling and the second is constant. The first is positive although the carriers are electrons: the conductivity falls with energy, so the carriers below $\mu$ conduct better than those above it.

Exactly at $\mu=\varepsilon_c$, where $F(0)=0.536$ and $G(0)=1.017$, the conductivity drops as $\sqrt T$ and $S/T$ grows as $T^{-1/2}$. At 4 K, $b\sqrt{kT}=0.0186$, so the leading drop in conductivity is $0.0186\times0.536=1.0\%$.

## (c) What is the shape of $S/T$ as a function of $\mu$, and how high is its peak?

**Solution.** The leading shape is $G(y)$. Let $s(u)=\sqrt u\,\theta(u)$ and pair the contributions of $x$ and $-x$:

$$G(y)=\int_0^\infty dx\,x\,w(x)\left[s(y+x)-s(y-x)\right]. \tag{4}$$

Since $s$ never decreases, and increases for positive argument, $G>0$ for every $y$.

*Open side, $y\to+\infty$.* The bracket in (4) tends to $x/\sqrt y$, and $\int_0^\infty x^2w\,dx=\pi^2/6$. Therefore $G\to\pi^2/(6\sqrt y)$, a slow decay. Inserted in (3), the temperature cancels:

$$\frac ST\to\frac{\pi^2k^2b}{6e\sqrt{\mu-\varepsilon_c}} .$$

This is the Mott formula applied to the kink. At a fixed $\mu>\varepsilon_c$ the growth on cooling thus ends, and the leading $S/T$ settles to this constant once $kT\ll\mu-\varepsilon_c$. It does so from above: at $y=5$ it is still 9% higher.

*Closed side, $y\to-\infty$.* For $u>0$ the weight is $w\approx e^{-|y|-u}$, so

$$G\to e^{-|y|}\int_0^\infty(u+|y|)\sqrt u\,e^{-u}du=\frac{\sqrt\pi}2\left(|y|+\frac32\right)e^{-|y|}.$$

Only thermally excited carriers reach the pocket energies, and without lifetime broadening the contribution of the kink is exponentially small. The broadening of part (e) adds a weak tail, proportional to $|\mu-\varepsilon_c|^{-3/2}$, which outlasts the exponential far below the edge. In the example at 4 K the two are equal near $y=-7.4$, where each is about $0.002\ \mu\mathrm{V/K^2}$, less than a tenth of the smooth background. Beyond the Born approximation, part (f) adds a term proportional to $|\mu-\varepsilon_c|^{-1/2}$ on this side, which falls more slowly still.

*The maximum.* Introduce the Fermi integrals

$$\mathcal F_j(y)=\frac1{\Gamma(j+1)}\int_0^\infty\frac{u^j\,du}{e^{u-y}+1}=-\mathrm{Li}_{j+1}(-e^y),\qquad \frac{d\mathcal F_j}{dy}=\mathcal F_{j-1}.$$

The integral holds for $j>-1$; the polylogarithm extends the definition to $j=-3/2$. Because $w=-\,d(e^{u-y}+1)^{-1}/du$, integration by parts gives

$$F=\frac{\sqrt\pi}2\mathcal F_{-1/2},\qquad \int_0^\infty u^{3/2}w\,du=\frac32\Gamma\!\left(\tfrac32\right)\mathcal F_{1/2}=\frac{3\sqrt\pi}4\mathcal F_{1/2}.$$

Subtracting $yF$ from the second integral,

$$G=\frac{3\sqrt\pi}4\mathcal F_{1/2}-\frac{\sqrt\pi}2\,y\,\mathcal F_{-1/2},\qquad G'=\frac{\sqrt\pi}4\left(\mathcal F_{-1/2}-2y\,\mathcal F_{-3/2}\right).$$

The condition $\mathcal F_{-1/2}=2y\mathcal F_{-3/2}$ is met at $y^*=1.31$, where $G(y^*)=1.19$. A numerical scan from $y=-20$ to $200$ finds no other extremum. In leading order the peak is therefore at

$$\mu-\varepsilon_c=1.31\,kT,\qquad \left(\frac ST\right)_{\max}=1.19\,\frac{k^2b}{e\sqrt{kT}} .$$

Half of the maximum is reached at $y=-1.30$ and $y=8.13$, which are $2.6$ and $6.8$ away from the peak. The asymmetry has a direct origin: the closed side is cut off exponentially, while the open side falls as an inverse square root.

*Numbers at 4 K.* Here $kT=0.3447$ meV, so $k/e=0.3447\ \mathrm{mV}/4\ \mathrm K=86.2\ \mu$V/K. The leading peak thermopower is

$$S=86.2\times0.01857\times1.1935=1.91\ \mu\mathrm{V/K},$$

or $S/T=0.477\ \mu\mathrm{V/K^2}$, at $\mu-\varepsilon_c=0.45$ meV. The constant part of (3) at $y^*$ is $-0.034\ \mu\mathrm{V/K^2}$, of which $-0.024$ is the smooth background $-\pi^2k^2a/(3e)$. The sum, $0.444$, is close to the $0.443\ \mu\mathrm{V/K^2}$ of the complete clean model. The correction is 7% of the leading term at 4 K and 14% at 16 K. A further test confirmed that what remains beyond (3) shrinks as $\sqrt T$.

## (d) Is it the new carriers or the new scattering that produces the growth?

**Solution.** Switch off interband scattering, $\lambda=0$, but keep $\lambda_{22}>0$. Then $b=0$, and band 1 does not notice the pocket. For the pocket itself $N_2\tau_2=1/(P\lambda_{22})$: the density of states cancels, and with $v_2^2=2z/m_2$ its current is linear in $z$,

$$\frac{\sigma(\varepsilon)}{\sigma_c}=1+az+\frac{m_1}{m_2E_c\lambda_{22}}\,z\,\theta(z).$$

The integrals of part (b) now give, to leading order,

$$\frac ST=-\frac{k^2}e\left[\frac{\pi^2a}3+\frac{m_1}{m_2E_c\lambda_{22}}H(y)\right].$$

Pairing $x$ with $-x$ as in (4), but with $u\,\theta(u)$ in place of $s$, shows that $H$ tends to $0$ on the closed side and to $2\int_0^\infty x^2w\,dx=\pi^2/3$ on the open side. The result is a bounded step, with the sign opposite to that of the peak. At $y^*$ the complete model with $\lambda=0$ gives $-0.043\ \mu\mathrm{V/K^2}$ at both 1 K and 0.01 K. With $\lambda=1$ the peak at 1 K is $+0.92\ \mu\mathrm{V/K^2}$. Within this model, the square-root kink and the $T^{-1/2}$ growth come from scattering into the pocket.

## (e) Does the growth continue down to zero temperature?

**Solution.** No. A pocket state lives for a finite time $\tau_2$, so its energy is spread over a Lorentzian of half-width $\Gamma=\hbar/2\tau_2$. Close enough to the edge $\lambda_{22}N_2\ll\lambda N_1$, and $\Gamma$ can be treated as constant. The pocket density of states that enters $1/\tau_1$ is then smeared:

$$\sqrt z\,\theta(z)\ \to\ \frac1\pi\int_0^\infty\frac{\Gamma\sqrt{x}\,dx}{(z-x)^2+\Gamma^2}=\mathrm{Re}\sqrt{z+i\Gamma}.$$

The last equality is Poisson's formula for the upper half plane. The function $\mathrm{Re}\sqrt{\zeta}$ is harmonic there, equals $\sqrt z\,\theta(z)$ on the real axis, and grows more slowly than $|\zeta|$, so its boundary values determine it.

For $kT\ll\Gamma$ the smeared conductivity is smooth on the thermal scale. Its expansion to first order in $\varepsilon-\mu$ gives the Mott formula, and to leading order in $b$

$$\frac ST=\frac{\pi^2k^2b}{3e}\frac{d}{dz}\mathrm{Re}\sqrt{z+i\Gamma}=\frac{\pi^2k^2b}{6e}\,\mathrm{Re}\frac1{\sqrt{z+i\Gamma}},\qquad z=\mu-\varepsilon_c .$$

Write $z+i\Gamma=\rho e^{i\alpha}$, so that $\rho=\Gamma/\sin\alpha$. The real part becomes $\Gamma^{-1/2}\sqrt{\sin\alpha}\,\cos(\alpha/2)$. Its logarithmic derivative vanishes when $\cot\alpha=\tan(\alpha/2)$, that is, $\alpha=\pi/2-\alpha/2$, or $\alpha=\pi/3$. The peak then sits at $\mu-\varepsilon_c=\Gamma\cot\alpha=\Gamma/\sqrt3$, with the finite height

$$\left(\frac ST\right)_{\max}\to\frac{\pi^2k^2b}{6e\sqrt\Gamma}\left(\frac{\sqrt3}2\right)^{3/2}. \tag{5}$$

In the example $\Gamma=0.033$ meV, or $0.38$ K, and (5) gives $1.72\ \mu\mathrm{V/K^2}$. The peak heights in $\mu\mathrm{V/K^2}$ are:

| $T$ (K) | leading law | complete, clean | leading, broadened |
|---|---|---|---|
| 16 | 0.239 | 0.204 | 0.237 |
| 4 | 0.477 | 0.443 | 0.465 |
| 1 | 0.955 | 0.921 | 0.866 |
| 0.25 | 1.91 | 1.88 | 1.38 |
| 0.05 | 4.27 | 4.24 | 1.68 |

The third column omits broadening, and the fourth omits the constant terms of (3). The law $T^{-1/2}$ needs both corrections to be small. For the broadening this means $\Gamma\ll kT$. For the constant terms of (3), compared with $b/\sqrt{kT}$, it means $b\sqrt{kT}\ll1$ and $a\sqrt{kT}\ll b$, that is, $\sqrt{kT}\ll bE_c$. The last condition reads $kT\ll\lambda^2(m_2/m_1)^3E_c$, which is stricter than $kT\ll E_c$ when $\lambda(m_2/m_1)^{3/2}<1$. It must hold by a wide margin: the background is the fraction $\pi^2\sqrt{kT}/(3\times1.19\,bE_c)\approx2.8\sqrt{kT}/(bE_c)$ of the leading peak, still 28% when $kT$ is one hundredth of this bound. The pocket's own current, dropped from (1), must also stay small beside the kink. Since $\tau_2\le1/(P\lambda N_1)$, the ratio of this current to the kink term is at most about $zm_1/(\lambda^2m_2E_c)$ near the edge, so $kT\ll\lambda^2E_cm_2/m_1$ is sufficient for neglecting it. In the peak thermopower its share can reach about four times the ratio of $kT$ to this bound. Even with a lifetime of 10 ps the window is modest: at 1 K broadening already lowers the leading peak by 9%. In a real metal phonons narrow it from above. For a Debye temperature of 200 to 400 K and an electron–phonon coupling of 0.3, a rough estimate puts the phonon scattering rate at 1 to 3% of the impurity rate at 4 K but at 0.5 to 2 times it at 16 K, where phonon drag can also exceed the peak. The 16 K row therefore describes the model only. A dirtier sample has a larger $\Gamma$ and a lower plateau, since (5) scales as $\Gamma^{-1/2}$.

## (f) What changes if the impurities are not weak, or if the pocket is a hole pocket?

**Solution.** Take all matrix elements equal to $V$, so $\lambda=1$. Repeated scattering from one impurity replaces $V$ by $T_m=V/(1-V\mathcal G)$, where $\mathcal G$ is the local Green function summed over both bands. By the optical theorem the rate is $1/\tau_1=-(2n_i/\hbar)\,\mathrm{Im}\,T_m$. At the edge $\mathcal G=R-i\pi N_1$, with $R$ real, and therefore

$$\frac1{T_m}=\frac{1-VR}V+i\pi N_1\equiv\frac{e^{i\varphi}}{|T_m|},\qquad \sin\varphi=\pi N_1|T_m| .$$

Opening the pocket changes $\mathcal G$ by $\delta\mathcal G=-i\pi bN_1\sqrt z$ above the edge. Continued through the upper half plane, $\sqrt z$ becomes $i\sqrt{|z|}$ below it, where $\delta\mathcal G=+\pi bN_1\sqrt{|z|}$ is real. Smooth terms of order $z$ are dropped. Since $\delta(1/T_m)=-\delta\mathcal G$, we have $\delta T_m=T_m^2\,\delta\mathcal G$ with $T_m^2=|T_m|^2e^{-2i\varphi}$. Dividing $-\mathrm{Im}\,\delta T_m$ by $-\mathrm{Im}\,T_m=|T_m|\sin\varphi=\pi N_1|T_m|^2$ gives

$$\frac{\delta(1/\tau_1)}{1/\tau_1}=\begin{cases}b\cos2\varphi\,\sqrt z, & z>0,\\ b\sin2\varphi\,\sqrt{|z|}, & z<0.\end{cases}$$

The conductivity changes by the opposite amount, so it now has a square root on both sides. For the lower one, reverse the signs of $u$, $x$ and $y$ in the integral for $G$: the factor $x$ supplies a minus sign, and the contribution is $-G(-y)$. In leading order

$$\frac ST=\frac{k^2b}{e\sqrt{kT}}\left[\cos2\varphi\,G(y)-\sin2\varphi\,G(-y)\right].$$

The power of $T$ survives, but the shape changes. For $\varphi=0.2667$ the two amplitudes are $0.861b$ and $0.508b$, so a moderate phase already produces a substantial kink on the closed side. The one-sided kink of part (a) requires $|\sin2\varphi|\ll1$ and $\cos2\varphi\approx1$, that is, a small scattering amplitude, $\pi N_1|T_m|\ll1$. Weak impurities satisfy this. The lifetime and the impurity density fix the phase through $\hbar/\tau_1=2n_i\sin^2\varphi/(\pi N_1)$. For the 10 ps of the example, $\sin\varphi=0.024$, $0.077$ and $0.24$ at $n_i=6\times10^{26}$, $6\times10^{25}$ and $6\times10^{24}\ \mathrm{m^{-3}}$. The Born results thus describe many weak scatterers; a few strong ones with the same lifetime give the two-sided kink.

For a hole pocket and weak impurities, the pocket states lie at $z<0$, and $\sigma/\sigma_c=1-b\sqrt{|z|}$ there. The same reversal gives

$$\frac ST=-\frac{k^2b}{e\sqrt{kT}}\,G(-y).$$

The peak becomes a negative dip at $\mu-\varepsilon_c=-1.31\,kT$, with its long tail again on the side where the pocket is open. The numerical output below lists the values used here.

## Computed values

```
main and pocket mass: 1.0, 1.0 electron masses
E_c = 1.0 eV, lambda = 1.0, lambda22 = 1.0
tau1 at edge = 10.0 ps
b = 1.0000 eV^-1/2; from collision operator 0.9980
sigma_c = 1.2798e+09 S/m
z = -1 meV: sigma change -0.100 %, kink term -0.000 %
z = +1 meV: sigma change -2.964 %, kink term -3.162 %
z = +4 meV: sigma change -5.537 %, kink term -6.325 %
F(0) = 0.5361, G(0) = 1.0171
peak of G: y* = 1.3117, G(y*) = 1.1935
half maximum of G at y = -1.298 and y = 8.127
G(-5) = 0.0387, G(5) = 0.7988
smooth background S/T = -0.0244 uV/K^2
next-order S/T at y* = -0.0336 uV/K^2
Gamma = 0.0329 meV, Gamma/k = 0.382 K
peak S/T in uV/K^2: leading law, complete clean model, broadened law
T = 16.00 K: 0.2387, 0.2036, 0.2371
T =  4.00 K: 0.4774, 0.4430, 0.4653
T =  1.00 K: 0.9547, 0.9207, 0.8663
T =  0.25 K: 1.9094, 1.8756, 1.3761
T =  0.05 K: 4.2696, 4.2359, 1.6815
T = 4 K: kT = 0.3447 meV, b*sqrt(kT) = 0.01857
T = 4 K: leading peak at mu - eps_c = 0.4521 meV
T = 4 K: complete-model peak at 0.4484 meV
T = 4 K: leading peak S = 1.9094 uV/K
low-T limit of broadened peak = 1.7160 uV/K^2
log slope of clean peak, 0.001 to 0.002 K: -0.5007
no interband scattering, y*, 1 K and 0.01 K: S/T = -0.0428, -0.0428 uV/K^2
T-matrix test: phase = 0.2667 rad
rate amplitude/b above edge 0.8612, cos(2 phase) = 0.8611
rate amplitude/b below edge 0.5083, sin(2 phase) = 0.5084
```
